Shear stress for one edge dislocation to pass another

**Problem**

A copper film on a chip is strained when the chip heats or cools, and it yields when dislocations glide. Consider two straight, parallel edge dislocations with the same Burgers vector, of length b, on parallel glide planes a distance h apart. The solid is infinite, isotropic and linearly elastic, with shear modulus μ and Poisson ratio ν.

(a) One dislocation is held fixed. What resolved shear stress τ_c drives the other past it, slowly and without thermal help?

(b) What force must the pin withstand?

(c) What changes if both dislocations can move?

Evaluate the results for μ = 48 GPa, ν = 0.34, b = 0.256 nm and h = 50 nm, which are rough values for copper and a plausible spacing in a film.

The pin in (a) is essential. A uniform stress pushes two like-signed dislocations in the same direction with the same force. If they are also equally mobile, it moves the pair along without driving one past the other, as part (c) shows.

**First estimate by scaling**

A circuit around a dislocation at distance r has length 2πr and fails to close by b. The typical strain is therefore b/(2πr) and the typical stress μb/(2πr). The closest approach is r = h, so

τ_est = μb/(2πh) = (48 000 MPa × 0.256 nm)/(2π × 50 nm) ≈ 39 MPa.

This fixes the dependence on μ, b and h. It ignores how the stress varies with direction, so the numerical factor is open.

**Exact solution: the stress field**

Let the lines run along z, the Burgers vectors point along +x, and the glide planes be y = constant. Put the fixed dislocation at the origin, with r² = x² + y² and θ the polar angle. Its plane-strain displacement is

u_x = (b/2π) [θ + xy/(2(1−ν)r²)]

u_y = −b/(8π(1−ν)) [(1−2ν) ln r² + (x²−y²)/r²].

A change of length unit in the logarithm adds only a rigid shift. With θ running from −π to π, u_x is +b/2 just above the negative x axis and −b/2 just below it. The upper half has thus slipped by b relative to the lower half behind the dislocation, as required.

The shear stress is σ_xy = μ(∂u_x/∂y + ∂u_y/∂x). The two derivatives are

∂u_x/∂y = (b/2π) [x/r² + x(x²−y²)/(2(1−ν)r⁴)]

∂u_y/∂x = −b/(4π(1−ν)) [(1−2ν)x/r² + 2xy²/r⁴].

Take out the common factor b/(4π(1−ν)). The terms in x/r² have the coefficient 2(1−ν) − (1−2ν) = 1, so the sum in brackets is

x/r² + x(x²−y²)/r⁴ − 2xy²/r⁴ = 2x(x²−y²)/r⁴.

Hence

σ_xy = D x(x²−y²)/r⁴, with D = μb/(2π(1−ν)).

The displacement must also describe a body in equilibrium. Its dilatation is

e = ∂u_x/∂x + ∂u_y/∂y = −(1−2ν)b y/(2π(1−ν)r²).

Hooke's law, with Lamé constant λ = 2μν/(1−2ν), gives

σ_yy = λe + 2μ ∂u_y/∂y = −2νDy/r² − (1−2ν)Dy/r² + 2Dx²y/r⁴ = Dy(x²−y²)/r⁴

σ_xx = 2(λ+μ)e − σ_yy = −2Dy/r² − σ_yy = −Dy(3x²+y²)/r⁴.

All three stresses follow from the single function φ = −Dy ln r through σ_xx = ∂²φ/∂y², σ_yy = ∂²φ/∂x² and σ_xy = −∂²φ/∂x∂y. In the force balance ∂σ_xx/∂x + ∂σ_xy/∂y the mixed third derivatives of φ cancel, and they do so in the y balance too. On a circle around the line the traction is (D/r)(−sin 2θ, cos 2θ), which averages to zero, so no external line force is hidden at the origin.

**Exact solution: force and passing stress**

Let the mobile dislocation be at (x, h), under an applied shear stress τ > 0. When it glides by dx, the material above its plane slips by b relative to the material below over an extra area dx per unit length. The shear stress there does work (τ + σ_xy)b dx. Its own field adds no glide force, because in an infinite solid its self-energy does not depend on position. The force per unit length is therefore

F = b[τ + σ_xy(x, h)].

To find the extreme values of σ_xy, use the polar angle: x = r cos θ and h = r sin θ, with 0 < θ < π. Then x² − h² = r² cos 2θ, and

σ_xy = (D/r) cos θ cos 2θ = (D/h) sin θ cos θ cos 2θ.

Two uses of the double-angle formula give

σ_xy = (D/2h) sin 2θ cos 2θ = (D/4h) sin 4θ.

The greatest opposing stress is D/(4h), reached where sin 4θ = −1. In the given range this means θ = 7π/8 and θ = 3π/8. To convert to positions, let t = tan(π/8). Since tan(π/4) = 2t/(1−t²) = 1, we have t² + 2t − 1 = 0 and t = √2 − 1. With x = h cot θ, the two barriers lie at

x = −(1+√2)h and x = (√2−1)h.

A dislocation coming from the far left meets the first barrier as repulsion. Once it is past x = −h the interaction pulls it towards x = 0, where it would rest directly above the fixed one if no stress were applied. The second barrier is the pull back towards that position. Both barriers have the same height. If τ > D/(4h), the net force is forward at every x and the dislocation passes. If τ is smaller, it stops before the first barrier. The answer to (a) is

τ_c = D/(4h) = μb/(8π(1−ν)h).

For the given numbers D = 2.963 N/m, so

τ_c = 2.963 N/m/(4 × 50 × 10⁻⁹ m) = 14.8 MPa.

The barriers are at x = −121 nm and x = 21 nm.

**The pin**

At a barrier with τ = τ_c, the interaction force on the mobile dislocation is −τ_c b. The fixed one feels the reaction, +τ_c b, and also the applied force +τ_c b. Along the glide plane the pin must therefore hold

2τ_c b = 2 × 3.79 mN/m = 7.6 mN/m.

The interaction also has a part normal to the glide plane. From σ_xx its magnitude is (Db/h) sin²θ (3 − 2 sin²θ), largest at x = ±h/√3, where it is 4.5τ_c b = 17 mN/m, more than twice the glide part. Motion in that direction is climb, which needs diffusion, so without diffusion the lattice carries this part and it is left out here.

A pin that is weaker along the glide plane gives way before τ reaches τ_c. Both dislocations then move forward, but the rear one does not pass, because with both mobile that takes more than τ_c, as the next section shows.

**Both dislocations mobile**

Assume that each velocity is proportional to force, with mobilities M₁ and M₂. Let F₁₂ = bσ_xy be the interaction force on dislocation 1, and x its position relative to dislocation 2. For like signs

v₁ = M₁(τb + F₁₂), v₂ = M₂(τb − F₁₂),

v₁ − v₂ = (M₁ − M₂)τb + (M₁ + M₂)F₁₂.

Let the faster dislocation, 1, start behind. It passes if v₁ − v₂ stays positive at the worst point, where F₁₂ = −τ_c b. This requires

τ > τ_c (M₁ + M₂)/(M₁ − M₂).

For M₂ = 0 the pinned result returns. For M₂ = M₁/2 the factor is 3 and the threshold is 44 MPa. For equal mobilities the applied stress drops out of the relative velocity, and no uniform stress makes them pass within this model.

If dislocation 2 has the opposite sign, both the applied force on it and the interaction are reversed. Then v₂ = −M₂(τb + F₁₂), and

v₁ − v₂ = (M₁ + M₂)(τb + F₁₂).

Now F₁₂ = −(Db/4h) sin 4θ, whose most negative value is again −τ_c b. Opposite dislocations therefore pass at τ_c whatever their mobilities, and no pin is needed.

Numerical integration of the two equations of motion from x = −20h agrees with these thresholds. For M₂/M₁ = 0 and 0.5 with like signs, and for 0.5 and 1 with opposite signs, the dislocations pass at 1.03 times the predicted stress and fail to pass at 0.97 times.

**Comparison of the estimate with the exact result**

The ratio is

τ_c/τ_est = 1/(4(1−ν)) = 0.38 for ν = 0.34.

The scaling with μ, b and h was right, but the estimate is 2.6 times too high. The exact field of an edge dislocation carries a factor 1/(1−ν) = 1.5 that the estimate leaves out, and geometry lowers the result by a factor of 4. The estimate assumed that the full stress acts at the closest approach, but at x = 0 the shear stress on the glide plane is zero. At the outer barrier the distance is r = h/sin(π/8) = 2.6h and the angular factor |cos θ cos 2θ| is 0.65, which gives 0.65/2.6 = 0.25. At the inner barrier the distance is 1.08h and the angular factor 0.27, again giving 0.25.

**The model beside a real copper film**

In a film whose surface is a (111) plane, an equal-biaxial stress σ has no shear component on planes parallel to the surface. Inclined {111} planes do feel it. Let m be the film normal, n the slip-plane normal and s the slip direction, all unit vectors. The stress tensor is σ(1 − mm), and since s·n = 0 the resolved shear has magnitude σ|s·m||n·m|. For m = [111]/√3, n = [−111]/√3 and s = [110]/√2 this is σ × 0.816 × 0.333 = 0.272σ. Hence τ_c corresponds to a film stress of 14.8/0.272 = 54 MPa. On this slip system a pure edge line is not parallel to the surface: it crosses a 500 nm film over about 1060 nm. Lines parallel to the surface are 60° mixed dislocations, whose isotropic passing stress at the same h happens to be close, 14.7 MPa. At h = 10 nm, τ_c is 74 MPa and the film stress is 272 MPa. Thin copper films can carry, very roughly, a few hundred MPa, but this similarity does not show that passing controls their strength.

The assumption that a real film breaks most clearly is that of infinite, straight lines. A segment held at both faces of a film of thickness t = 500 nm, as under a cap layer, must bow out to move. With a line tension of about μb²/2 and a radius of about t/2, this takes a stress of order μb/t = 25 MPa, comparable with τ_c. This is a low estimate. The moving segment lays down a line at each face, and with the logarithmic energy of such a line, about 0.8μb² at this thickness, the stress is about 40 MPa, well above τ_c. A free upper face roughly halves either value. How the two combine requires a calculation with curved lines.

The other corrections, each taken alone and under the conditions stated, are smaller:

- Cubic elastic anisotropy, with C₁₁, C₁₂ and C₄₄ equal to 170, 120 and 75 GPa, lowers τ_c to 12.9 MPa, or by 13%. The two barriers are then unequal, 12.9 MPa (outer) and 11.8 MPa (inner). The value is sensitive to the rounding of the constants: 168.4, 121.4 and 75.4 GPa give 12.6 MPa.
- One free surface raises τ_c to 15.4 MPa, for glide planes parallel to it, the fixed line 250 nm deep and the mobile one 200 nm deep. This is the inner barrier; the outer one falls to 12.1 MPa. The substrate interface is not included. Planes parallel to the surface feel no equal-biaxial film stress. On an inclined plane the surface also pulls a line parallel to it along the glide plane, more strongly the closer the line is, with a force equivalent to about 6 MPa at 200 nm depth, so this small correction does not carry over to such planes.
- Lattice friction, taken as roughly 1 MPa, adds to the stress required.
- Heating from 293 K to 373 K lowers μ, and with it τ_c, by about 3%, for a rough softening rate of 0.035% per kelvin.
- Splitting into partial dislocations at a fixed width of 4 nm changes τ_c by about 0.1%. This correction need not stay small when h is comparable with that width.

Thermal help is negligible for a rigid line. At 0.9τ_c the work still needed to cross the outer barrier is 0.127 eV per nm of line, or 64 eV for a 500 nm segment, against kT = 0.032 eV at 373 K. This figure leaves out the bending of a flexible line, so it should not be read as a general activation energy. Finally, linear elasticity requires h to be much larger than b. Here b/h = 0.005, but the formula cannot be trusted at spacings of a few b, where the dislocation cores overlap. The numerical output lists the values used here.

Calculated quantities

```
INPUTS (rough, copper film)
shear modulus                    48.0 GPa
Poisson ratio                    0.34
Burgers vector                   0.256 nm
glide-plane separation h         50 nm
film thickness                   500 nm
RESULTS
D = mu b/(2 pi (1-nu))           2.963 N/m
passing stress tau_c             14.82 MPa
tau_c for h =  10 nm             74.08 MPa
tau_c for h = 200 nm             3.70 MPa
outer barrier position x         -120.7 nm
inner barrier position x         20.7 nm
glide force tau_c b              3.793 mN/m
force on the pin 2 tau_c b       7.586 mN/m
threshold for M2/M1 = 0.5        44.45 MPa
resolved/biaxial stress          0.2722
biaxial stress giving tau_c      54.4 MPa
NEGLECTED EFFECTS
C11, C12, C44        170, 120, 75 GPa
mean of Voigt and Reuss moduli   48.3 GPa
tau_c with cubic anisotropy      12.91 MPa
depth of fixed dislocation       250 nm
depth of mobile dislocation      200 nm
tau_c with one free surface      15.41 MPa
width between partials           4.0 nm
tau_c with split dislocations    14.81 MPa
lattice friction (rough input)   1.0 MPa
temperature of use               373 K
room temperature                 293 K
modulus loss per kelvin (rough)  0.035 %/K
modulus loss on heating          2.8 %
bowing stress mu b/thickness     24.6 MPa
barrier at 0.9 tau_c             0.127 eV/nm
barrier, rigid 500 nm segment    64 eV
thermal energy kT                0.0321 eV
b/h                              0.0051
```
